# Avalanche multiplication and breakdown with unequal local ionization coefficients: a program that tests the result

```python
"""
Avalanche multiplication with unequal local ionization coefficients.

Electrons move towards +x, holes towards -x, in a depleted layer 0 < x < W.
alpha, beta : pairs made per unit path by one electron, by one hole
J_n, J_p    : electron and hole current densities (positive magnitudes)
phi(x)      : integral of (alpha - beta) from 0 to x
Result under test, for electrons injected at x = 0 and no holes at x = W:
    M_n = J / J_n(0) = 1 / (1 - I_n),  I_n = integral of alpha*exp(-phi),
valid for I_n < 1 and divergent at I_n = 1.
For holes injected at x = W:
    M_p = 1 / (1 - I_p),  I_p = integral of beta*exp(phi(W) - phi(x)).
Lengths are in micrometres, fields in V/um, potentials in V.
"""
import numpy as np
from scipy import constants
from scipy.integrate import cumulative_trapezoid, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq

# Round model parameters of a one-sided p+n junction
DONORS_CM3 = 1.0e16
EPS_R = 10.0
A_ION = 300.0       # 1/um, prefactor for both carriers
B_N = 1800.0        # V/um, electrons
B_P = 1500.0        # V/um, holes
SLOPE = (constants.e * DONORS_CM3 * 1e6
         / (EPS_R * constants.epsilon_0)) * 1e-12   # V/um^2
N_GRID = 20001


def ionization(field, b):
    # The floor avoids division by zero where the coefficient vanishes anyway
    return A_ION * np.exp(-b / np.maximum(field, 1.0))


def junction(voltage):
    """Peak field and depletion width for a total potential drop."""
    peak = np.sqrt(2.0 * SLOPE * voltage)
    return peak, peak / SLOPE


def running(y, x):
    return cumulative_trapezoid(y, x, initial=0.0)


def formula(voltage):
    """Quantities of the derived solution, by quadrature."""
    peak, width = junction(voltage)
    x = np.linspace(0.0, width, N_GRID)
    field = peak - SLOPE * x
    al, be = ionization(field, B_N), ionization(field, B_P)
    int_a, int_b = running(al, x), running(be, x)
    phi = int_a - int_b
    i_n = running(al * np.exp(-phi), x)[-1]
    i_p = running(be * np.exp(phi[-1] - phi), x)[-1]
    return dict(x=x, al=al, be=be, int_a=int_a, int_b=int_b,
                phi=phi, i_n=i_n, i_p=i_p, peak=peak, width=width)


def direct(voltage, injected="electrons", hole_model="own", points=None):
    """Integrate both continuity equations for total current J = 1."""
    peak, width = junction(voltage)

    def rhs(x, currents):
        field = peak - SLOPE * x
        al = ionization(field, B_N)
        be = {"own": ionization(field, B_P), "none": 0.0,
              "equal": al}[hole_model]
        rate = al * currents[0] + be * currents[1]
        return [rate, -rate]

    if injected == "electrons":
        span, start = (width, 0.0), [1.0, 0.0]
    else:
        span, start = (0.0, width), [0.0, 1.0]
    sol = solve_ivp(rhs, span, start, method="DOP853", rtol=1e-10,
                    atol=1e-13, max_step=width / 50, t_eval=points)
    assert sol.success
    return sol.y


def inverse_gain_n(voltage, hole_model="own"):
    return direct(voltage, hole_model=hole_model)[0, -1]


def inverse_gain_p(voltage):
    return direct(voltage, injected="holes")[1, -1]


def generations(f, count):
    """Sum successive generations of pairs; return sum and last growth ratio."""
    x = f["x"]
    term = np.ones_like(x)
    total = term.copy()
    ratio = 0.0
    for _ in range(count):
        by_electrons = running(f["al"] * term, x)
        by_holes = running(f["be"] * term, x)
        new = by_electrons[-1] - by_electrons + by_holes
        ratio = new[0] / term[0]
        term = new
        total += term
    return total, ratio


def random_avalanches(f, trials, seed):
    """Follow individual carriers; return the mean gain and standard error."""
    rng = np.random.default_rng(seed)
    x, ia, ib = f["x"], f["int_a"], f["int_b"]
    electrons, e_id = np.zeros(trials), np.arange(trials)
    holes, h_id = np.zeros(0), np.zeros(0, dtype=int)
    counts = np.ones(trials)
    while electrons.size + holes.size > 0:
        target = np.interp(electrons, x, ia) + rng.exponential(
            size=electrons.size)
        hit = target < ia[-1]
        pos_e, id_e = np.interp(target[hit], ia, x), e_id[hit]
        target = np.interp(holes, x, ib) - rng.exponential(size=holes.size)
        hit = target > 0.0
        pos_h, id_h = np.interp(target[hit], ib, x), h_id[hit]
        born = np.concatenate([pos_e, pos_h])
        born_id = np.concatenate([id_e, id_h])
        counts += np.bincount(born_id, minlength=trials)
        electrons = np.concatenate([pos_e, born])
        e_id = np.concatenate([id_e, born_id])
        holes = np.concatenate([pos_h, born])
        h_id = np.concatenate([id_h, born_id])
    return counts.mean(), counts.std(ddof=1) / np.sqrt(trials)


# Breakdown voltage: formula, and direct integration of the equations
LOW, HIGH = 800.0, 3000.0
v_b = brentq(lambda v: formula(v)["i_n"] - 1.0, LOW, HIGH, xtol=1e-8)
v_b_direct = brentq(inverse_gain_n, LOW, HIGH, xtol=1e-8)
v_b_holes = brentq(inverse_gain_p, LOW, HIGH, xtol=1e-8)
assert abs(v_b / v_b_direct - 1.0) < 1e-6
assert abs(v_b / v_b_holes - 1.0) < 1e-6
scan = [formula(v)["i_n"] for v in np.linspace(LOW, HIGH, 30)]
assert np.all(np.diff(scan) > 0.0)      # one crossing only in this range

# Gains for either injected carrier, below breakdown
table = []
for fraction in (0.5, 0.7, 0.8, 0.9, 0.95, 0.99):
    f = formula(fraction * v_b)
    m_n, m_p = 1.0 / (1.0 - f["i_n"]), 1.0 / (1.0 - f["i_p"])
    assert abs(m_n * inverse_gain_n(fraction * v_b) - 1.0) < 1e-4
    assert abs(m_p * inverse_gain_p(fraction * v_b) - 1.0) < 1e-4
    assert abs(m_p / m_n * np.exp(f["phi"][-1]) - 1.0) < 1e-4
    table.append((fraction, f["i_n"], m_n, m_p))

# Current profiles at 0.9 of breakdown
v_work = 0.9 * v_b
w = formula(v_work)
gain = 1.0 / (1.0 - w["i_n"])
sample = w["x"][::-2000]
profile = direct(v_work, points=sample)
growth = np.exp(w["phi"])
jn_formula = growth * (1.0 / gain
                       + running(w["be"] / growth, w["x"]))
tail = running(w["al"] / growth, w["x"])
jp_formula = growth * (tail[-1] - tail)
assert np.max(np.abs(profile[0] - jn_formula[::-2000])) < 1e-6
assert np.max(np.abs(profile[1] - jp_formula[::-2000])) < 1e-6
assert profile.min() > -1e-10

# Generations: convergent below breakdown, growing above it
sum_below, ratio_below = generations(w, 200)
assert ratio_below < 1.0
assert np.max(np.abs(sum_below / (gain / growth) - 1.0)) < 1e-5
v_above = 1.05 * v_b
above = formula(v_above)
_, ratio_above = generations(above, 200)
assert ratio_above > 1.0
inverse_above = inverse_gain_n(v_above)
assert inverse_above < 0.0              # injected current would be negative
assert abs(inverse_above - (1.0 - above["i_n"])) < 1e-5

# Individual random ionization events
mc_mean, mc_error = random_avalanches(w, 60000, 7)
assert abs(mc_mean - gain) < 4.0 * mc_error
assert mc_error < 0.03 * gain

# Holes that do not ionize: finite gain even at twice the breakdown voltage
f_twice = formula(2.0 * v_b)
gain_no_holes = 1.0 / inverse_gain_n(2.0 * v_b, "none")
assert abs(gain_no_holes / np.exp(f_twice["int_a"][-1]) - 1.0) < 1e-5

# Equal coefficients: gain and breakdown from the plain integral of alpha
gain_equal = 1.0 / inverse_gain_n(v_work, "equal")
assert abs(gain_equal * (1.0 - w["int_a"][-1]) - 1.0) < 1e-5
v_b_equal = brentq(lambda v: inverse_gain_n(v, "equal"), LOW, HIGH)
assert abs(formula(v_b_equal)["int_a"][-1] - 1.0) < 1e-5

# Constant coefficients, tested with the matrix exponential
thresholds = []
for k in (0.01, 0.1, 0.25, 0.9, 4.0):
    critical = np.log(1.0 / k) / (1.0 - k)      # alpha*W at divergence
    generator = np.array([[1.0, k], [-1.0, -k]])
    assert abs(expm(generator * critical)[1, 1]) < 1e-10
    for part in (0.2, 0.5, 0.8, 0.95):
        length = part * critical
        t = expm(generator * length)
        assert t[1, 1] > 0.0
        closed = (1.0 - k) / (np.exp(-(1.0 - k) * length) - k)
        assert abs((1.0 - t[1, 0] / t[1, 1]) / closed - 1.0) < 1e-8
    thresholds.append((k, critical))

# Simple pole in voltage close to breakdown
dv = 1e-3 * v_b
pole_n = v_b * (formula(v_b + dv)["i_n"]
                - formula(v_b - dv)["i_n"]) / (2.0 * dv)
near_gain = 1.0 / inverse_gain_n(0.999 * v_b)
near_law = 1.0 / (pole_n * 0.001)
assert abs(near_law / near_gain - 1.0) < 0.02

b = formula(v_b)
print(f"donor density = {DONORS_CM3:.1e} cm^-3")
print(f"relative permittivity = {EPS_R:.0f}")
print(f"ionization prefactor a = {A_ION:.0f} 1/um")
print(f"b_n = {B_N:.0f} V/um, b_p = {B_P:.0f} V/um")
print(f"field slope = {SLOPE:.3f} V/um^2")
print("At breakdown (I_n = 1):")
print(f"V_B from formula = {v_b:.2f} V")
print(f"V_B from direct integration = {v_b_direct:.2f} V")
print(f"V_B from hole injection = {v_b_holes:.2f} V")
print(f"peak field = {b['peak']:.2f} V/um")
print(f"peak field = {b['peak'] / 100:.3f} MV/cm")
print(f"depletion width = {b['width']:.3f} um")
print(f"alpha at peak field = {b['al'][0]:.4f} 1/um")
print(f"beta at peak field = {b['be'][0]:.4f} 1/um")
print(f"integral of alpha = {b['int_a'][-1]:.4f}")
print(f"integral of beta = {b['int_b'][-1]:.4f}")
print(f"pole coefficient n = {pole_n:.3f}")
print("V/V_B, I_n, M_n, M_p (dimensionless):")
for row in table:
    print(f"{row[0]:.2f}  {row[1]:.5f}  {row[2]:.4f}  {row[3]:.4f}")
print("At V = 0.9 V_B:")
print(f"V = {v_work:.2f} V")
print(f"peak field = {w['peak']:.2f} V/um")
print(f"depletion width = {w['width']:.3f} um")
print(f"integral of alpha = {w['int_a'][-1]:.5f}")
print(f"integral of beta = {w['int_b'][-1]:.5f}")
print(f"phi(W) = {w['phi'][-1]:.5f}")
print(f"I_n = {w['i_n']:.5f}, I_p = {w['i_p']:.5f}")
print(f"M_n from formula = {gain:.4f}")
print(f"M_n from direct integration = {1 / inverse_gain_n(v_work):.4f}")
print(f"M_n from random events = {mc_mean:.4f} +- {mc_error:.4f}")
print(f"M_n from generations = {sum_below[0]:.4f}")
print(f"generation ratio = {ratio_below:.4f}")
print(f"M_n if beta = 0: {np.exp(w['int_a'][-1]):.4f}")
print(f"M_n if beta = alpha: {gain_equal:.4f}")
print(f"V_B if beta = alpha: {v_b_equal:.2f} V")
print(f"beta = 0 gain at 2 V_B = {gain_no_holes:.3f}")
print("At V = 1.05 V_B:")
print(f"I_n = {above['i_n']:.4f}")
print(f"J_n(0)/J required = {inverse_above:.4f}")
print(f"generation ratio = {ratio_above:.4f}")
print("At V = 0.999 V_B:")
print(f"M_n direct = {near_gain:.2f}, pole law = {near_law:.2f}")
print("Constant coefficients: k, alpha*W at divergence:")
for k, critical in thresholds:
    print(f"{k:.2f}  {critical:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
donor density = 1.0e+16 cm^-3
relative permittivity = 10
ionization prefactor a = 300 1/um
b_n = 1800 V/um, b_p = 1500 V/um
field slope = 18.095 V/um^2
At breakdown (I_n = 1):
V_B from formula = 1887.73 V
V_B from direct integration = 1887.73 V
V_B from hole injection = 1887.73 V
peak field = 261.38 V/um
peak field = 2.614 MV/cm
depletion width = 14.445 um
alpha at peak field = 0.3064 1/um
beta at peak field = 0.9655 1/um
integral of alpha = 0.5091
integral of beta = 1.8544
pole coefficient n = 6.973
V/V_B, I_n, M_n, M_p (dimensionless):
0.50  0.01613  1.0164  1.0972
0.70  0.11255  1.1268  1.5882
0.80  0.24358  1.3220  2.3777
0.90  0.49829  1.9932  4.9944
0.95  0.70618  3.4035  10.4281
0.99  0.93269  14.8564  54.4139
At V = 0.9 V_B:
V = 1698.96 V
peak field = 247.96 V/um
depletion width = 13.703 um
integral of alpha = 0.31883
integral of beta = 1.23742
phi(W) = -0.91859
I_n = 0.49829, I_p = 0.79978
M_n from formula = 1.9932
M_n from direct integration = 1.9932
M_n from random events = 1.9725 +- 0.0120
M_n from generations = 1.9932
generation ratio = 0.6506
M_n if beta = 0: 1.3755
M_n if beta = alpha: 1.4681
V_B if beta = alpha: 2216.11 V
beta = 0 gain at 2 V_B = 1210.158
At V = 1.05 V_B:
I_n = 1.4199
J_n(0)/J required = -0.4199
generation ratio = 1.2130
At V = 0.999 V_B:
M_n direct = 143.91, pole law = 143.40
Constant coefficients: k, alpha*W at divergence:
0.01  4.6517
0.10  2.5584
0.25  1.8484
0.90  1.0536
4.00  0.4621
ALL CHECKS PASSED
```
